# Electron-count errors from density-matrix truncation: chemical-potential correction and density rescaling, part 2

Dropping small elements of a converged one-spin density matrix $P$ (closed shell, real orbitals, overlap matrix $S$) gives $P+X$, with $X$ symmetric. The electron number $N=2\,\mathrm{Tr}(PS)$ changes by $\Delta N=2\,\mathrm{Tr}(XS)$. One repair subtracts $\mu\,\Delta N$, with $\mu$ the chemical potential; the other rescales to $c(P+X)$, with $c=N/(N+\Delta N)$. Raw errors are uncorrected.

With one-electron matrix $h$, repulsion $U$ and charges $q_a$, the energy is

$$E[P]=2\,\mathrm{Tr}(Ph)+\frac U2\sum_a(q_a-1)^2,\qquad q_a=2\sum_bP_{ab}S_{ab}.$$

Its first-order change is $2\,\mathrm{Tr}(XF)$, where

$$F_{ab}=h_{ab}+\frac U2(q_a+q_b-2)S_{ab}.$$

The orbitals satisfy

$$FC=SC\varepsilon,\qquad C^TSC=1.$$

In them $X$ becomes $\tilde X=C^TSXSC$, and $P$ becomes the occupation matrix $\rho=C^TSPSC$, diagonal at the solution with

$$f_i=\frac1{e^{(\varepsilon_i-\mu)/kT}+1}.$$

To first order, $\rho^n$ changes by $\tilde X_{ij}(f_i^n-f_j^n)/(f_i-f_j)$.

The free energy is $A=E-TS_{\rm el}$, with $S_{\rm el}=-2k\,\mathrm{Tr}\,g(\rho)$ and $g'(x)=\ln\frac{x}{1-x}$. It obeys

$$A[P+X]=A[P]+\mu\,\Delta N+Q[X]+O(X^3),$$

$$Q[X]=\sum_{ij}\tilde X_{ij}^2\,\frac{\varepsilon_i-\varepsilon_j}{f_j-f_i}+\frac U2\sum_a\delta q_a^2,$$

where $\delta q_a=2\sum_bX_{ab}S_{ab}$, and the fraction becomes $kT/[f_i(1-f_i)]$ for equal energies. For $U\ge0$ and occupations in $[0,1]$, $A[P+X]-\mu\,\Delta N\ge A[P]$. For $E$ alone, the $\mu$ correction leaves the first-order error $2\sum_i(\varepsilon_i-\mu)\tilde X_{ii}$.

Rescaling gives

$$A[c(P+X)]=A[P]+Q[Y]+O(X^3),\qquad Y=X-\frac{\Delta N}{N}P.$$

The example is an open chain of 40 orbitals with 40 electrons. With $d=|a-b|$,

$$S_{ab}=0.3^{\,d},\qquad h_{ab}=\tfrac12(e_a+e_b)S_{ab}+t\,0.3^{\,d-1}\ \ (d>0),\qquad h_{aa}=e_a .$$

The site energies $e_a$ alternate between $-4.5$ and $-5.5$ eV, $t=-0.5$ eV and $U=1$ eV. The warm chain has $kT=0.5$ eV, $\mu=-4.680$ eV and $Q[P]=77.2$ eV. Dropping all elements of its converged $P$ beyond second neighbours gives $\Delta N=0.0724$.

Q: Which recipe wins in the chain?

A: Rescaling, by a little. Its error in $A$ is 0.105 eV, against 0.109 eV for the $\mu$ correction. The second-order predictions are 0.099 and 0.101 eV. Since $Q$ is quadratic,

$$Q[Y]=Q[X]+\text{cross term}+\left(\frac{\Delta N}{N}\right)^2Q[P].$$

The difference $Q[Y]-Q[X]$ is $-0.0020$ eV and the last term is $+0.00025$ eV, so the cross term is about $-0.0023$ eV. It measures how far $X$ resembles a uniform scaling of $P$. Here rescaling undoes a small part of the damage. With a cross term of the other sign it would add to it. Beyond third and fourth neighbours the two errors differ by less than 0.1 percent of either.

Q: Suppose I don't compute the entropy at all. I rescale the density and evaluate $E$.

A: Then the first-order change is $2\,\mathrm{Tr}(YF)$. With the definition of $Y$,

$$2\,\mathrm{Tr}(YF)=2\,\mathrm{Tr}(XF)-\bar\varepsilon\,\Delta N,\qquad \bar\varepsilon=\frac{2\,\mathrm{Tr}(PF)}N .$$

Rescaling has replaced $\mu$ by the mean orbital energy $\bar\varepsilon$ of the electrons. This is natural: it takes the surplus from all orbitals in proportion to their occupation, and not from those at the chemical potential. In orbital form the leftover is

$$2\sum_i(\varepsilon_i-\bar\varepsilon)\tilde X_{ii},$$

which differs from the leftover of the $\mu$ correction by $(\mu-\bar\varepsilon)\Delta N$. If the occupation changes sit at $\mu$, the $\mu$ correction is right to first order and rescaling is wrong by this amount.

In the warm chain $\bar\varepsilon=-5.196$ eV. For the cut beyond second neighbours the difference is

$$(-4.680+5.196)(0.0724)=0.037\ \text{eV}.$$

The leftover $-0.144$ eV of the $\mu$ correction therefore becomes $-0.106$ eV within rounding. Rescaling comes closer here, but neither has removed the first-order error. Finite differences tested both leftovers against the orbital sums.

Q: In a self-consistent model, can I save effort and multiply the energy by $c$ rather than the density matrix?

A: That is a third recipe. To first order $c=1-\Delta N/N$, so

$$cE[P+X]-E[P]=2\,\mathrm{Tr}(XF)-\frac{E[P]}N\,\Delta N+O(X^2).$$

The price per electron is now $E/N$. It differs from $\bar\varepsilon$ because $E$ is not linear in $P$. From the definitions,

$$N\bar\varepsilon-E=U\sum_a(q_a-1)q_a-\frac U2\sum_a(q_a-1)^2=\frac U2\sum_a(q_a^2-1).$$

For $U=0$ scaling the energy and scaling the density are the same. With interaction they differ in general at first order in $\Delta N$. If you rescale, rescale the density matrix and compute the charges and the energy from it.

Q: So far you have truncated a matrix that was converged without truncation. In a real calculation I truncate in every cycle, and the wrong density feeds back into the potential. Then you don't even know $\mu$.

A: Let the dropped elements be multiplied by $1-\lambda$ in every cycle, so that $\lambda=0$ is no truncation and $\lambda=1$ is the full cut. The converged result is a matrix $P_\lambda$ with a chemical potential $\mu_\lambda$, taken from the Fermi function of that run before its matrix is cut. Suppose the solution changes smoothly with $\lambda$. Then $X_\lambda=P_\lambda-P$ and $\mu_\lambda-\mu$ are both of order $\lambda$. Our expansion asks only that $X_\lambda$ be small and symmetric; it does not ask where it came from. Hence, with $\Delta N_\lambda=2\,\mathrm{Tr}(X_\lambda S)$,

$$A[P_\lambda]-\mu_\lambda\Delta N_\lambda=A[P]-(\mu_\lambda-\mu)\Delta N_\lambda+Q[X_\lambda]+O(\lambda^3).$$

The new term is a product of two first-order quantities, so the error is still of second order. The upper bound, however, is no longer guaranteed, because the new term can be negative.

Q: How large is it?

A: A simple estimate follows if the surplus charge is spread evenly over the $M=40$ orbitals. Each $q_a$ then rises by $\Delta N/M$. By the definition of $F$, this adds $(U\,\Delta N/M)S$ to it and raises all levels, and $\mu$, by

$$\frac{U\,\Delta N}M=\frac{(1\ \text{eV})(0.0724)}{40}=0.0018\ \text{eV}.$$

The calculation with the cut in every cycle gives $\mu=-4.6779$ eV against $-4.6797$ eV without it, a rise of 0.0018 eV. The extra term is then about $-(0.0018)(0.0724)=-0.00013$ eV. It is negligible beside the total corrected error, which stays at 0.109 eV.

Rescaling in every cycle keeps the total charge at $N$ and avoids this uniform shift. Its chemical potential agrees with the untruncated one to within 0.00001 eV, and its free-energy error is 0.105 eV. The order of both errors was tested by raising $\lambda$ from 0.02 to 0.04. A quadratic error must grow by a factor near 4, and both grew by 4.00.

Q: So feedback is not the main difference between the recipes.

A: Not in this model at this count error. The estimate $U(\Delta N)^2/M$ for the extra term grows with the repulsion and with the square of the count error. But $Q$ also grows as the square of the truncation error, so to leading order a stronger truncation of the same pattern does not increase the share of the extra term in the total.

Q: Most of my systems are insulators treated at zero temperature. There is no entropy, so $A=E$, and the $\mu$ correction ought to be right without further care.

A: That limit has to be taken with care. At $T=0$ the occupations are 0 and 1, where $g'$ diverges. The first-order statement for $A$ needs occupation changes small compared with both $f_i$ and $1-f_i$. As $T\to0$ with a gap, that range closes. What remains is the expression for $E$,

$$E[P+X]-E[P]-\mu\,\Delta N=2\sum_i(\varepsilon_i-\mu)\tilde X_{ii}+O(X^2).$$

Suppose the occupations of $P+X$ lie in $[0,1]$. Diagonal elements of a symmetric matrix lie between its lowest and highest eigenvalue. So $\tilde X_{ii}\le0$ for a filled orbital and $\tilde X_{ii}\ge0$ for an empty one. With $\mu$ inside the gap, every term of the sum is then non-negative, and the sum equals

$$2\sum_i|\varepsilon_i-\mu|\,|\tilde X_{ii}| .$$

It vanishes only if all $\tilde X_{ii}$ vanish, and then $\Delta N$ vanishes too. With valid occupations and $\mu$ strictly inside the gap, a non-zero $\Delta N$ therefore always comes with a positive value of this sum, which $\mu\,\Delta N$ does not remove.

Q: What does the chain do?

A: At $T=0$ it has a gap of 0.275 eV, and we put $\mu=-4.693$ eV at the middle. The cut beyond second neighbours gives $\Delta N=0.407$ and a raw error of $-2.705$ eV in $E$. The correction gives

$$-2.705-(-4.693)(0.407)=-0.795\ \text{eV},$$

or $-0.794$ eV with unrounded inputs. The first-order leftover is $-0.796$ eV, so it accounts for nearly the whole error. Rescaling leaves $-0.503$ eV, with a first-order leftover of $-0.509$ eV. In addition, $\mu$ is not unique: moving it across the gap changes the corrected energy by $(0.275\ \text{eV})(0.407)=0.11$ eV.

Q: You have just shown that the leftover is non-negative. It is negative.

A: The proof assumed occupations in $[0,1]$. A negative leftover shows that the assumption has failed, and so it has: the truncated matrix has occupations from $-0.083$ to 1.23. It puts more than one electron per spin into some combination of orbitals, which can lower the energy below that of any allowed state with the same number of electrons. Neither $\mu\,\Delta N$ nor a common factor repairs this.

Q: What does?

A: To first order, a smooth map that acts on each occupation, keeps 0 and 1 in place and is flat at both. The lowest polynomial with the values 0 and 1 there and zero slope at both is

$$p(x)=3x^2-2x^3,\qquad p'(x)=6x(1-x).$$

Because $P=C\rho C^T$ and $C^TSC=1$, we have $PSP=C\rho^2C^T$. In the overlapping basis the map is therefore

$$P\to3PSP-2PSPSP,$$

known as McWeeny purification. Apply it to $P+X$. By the rule for powers used in the first half, its first-order output in the orbitals is

$$\tilde X_{ij}\,\frac{p(f_i)-p(f_j)}{f_i-f_j},$$

with $p'(f_i)$ in place of the fraction when $f_i=f_j$. Between two filled or two empty orbitals the factor is zero. Between a filled and an empty one it is $(1-0)/(1-0)=1$. The output has no diagonal elements at first order, so both $2\sum_i\varepsilon_i\tilde X_{ii}$ and $\Delta N$ lose their first-order parts. Finite differences for the cold chain tested that both slopes vanish.

Q: And the full cut, purified?

A: It gets worse. After one purification the count error is $-2.44$ electrons and the error in $E$ is $+14.8$ eV. Subtracting $\mu\,\Delta N$ still leaves $+3.4$ eV. Zero slope says nothing about the size of the second-order term, and this cut is far too large for it to be small. For an occupation $1+\delta$ or $\delta$, direct expansion gives

$$p(1+\delta)=1-3\delta^2-2\delta^3,\qquad p(\delta)=3\delta^2-2\delta^3 .$$

The highest occupation has $\delta=0.23$ and is mapped to

$$1-3(0.23)^2-2(0.23)^3=0.82 .$$

So an overfilled orbital comes out underfilled. For small $\delta$ of either sign, an occupation near 1 comes out slightly below 1, and one near 0 comes out slightly above 0. These deviations are of second order and need not cancel in the count. In this example the net result is a loss of electrons.

Q: Would repeating the purification help?

A: It would restore valid occupations. To see this, factor

$$p(x)-\tfrac12=-2\left(x-\tfrac12\right)\left(x^2-x-\tfrac12\right).$$

The quadratic factor is negative for $x$ between $-0.37$ and 1.37, and all occupations here lie in that range. Each therefore stays on its own side of one half. Also, $1-p(x)=(1-x)^2(1+2x)\ge0$ for all these occupations, so none is mapped above 1. After one step those above one half therefore lie between one half and 1, where $p(x)-x=x(2x-1)(1-x)\ge0$, so repeated steps carry them up to 1. Because $p(1-x)=1-p(x)$, those below one half go to 0 in the same way. An occupation of exactly one half would stay there. The final count is then twice the number of occupations that began above one half. Whether that number is 20, and how good the resulting energy is, was not computed. A further truncation after purification would also bring back a first-order error.

Q: Then what should I do with a calculation that reports a non-zero $\Delta N$?

A: Look at the occupations first. If the calculation uses Fermi smearing and they lie within $[0,1]$, also after any rescaling, include the entropy. Then $A-\mu\,\Delta N$ and the rescaled $A$ are both correct to first order, and a longer cutoff shows how large the second-order part is. The condition on the occupations is demanding, because nearly full and nearly empty orbitals leave little room. In the chain it holds for the cut beyond second neighbours at $kT=0.5$ eV, first holds beyond eighth neighbours at $kT=0.2$ eV, and fails for every cut up to twentieth neighbours at $kT=0.1$ eV. Where it fails, $A$ is undefined and the cutoff has to be lengthened. If the system has a gap and $T=0$, lengthen the cutoff until the energy itself stops changing at the accuracy you need. Do not purify by habit: purification removes the first-order error but leaves one of second order, which can be the larger of the two. In the cold chain one step turned an error in $E-\mu\,\Delta N$ of $-0.79$ eV into one of $+3.4$ eV. The raw errors, $-2.7$ and $+14.8$ eV, are not a fair comparison, because they depend on the zero of energy. At $T=0$, $\Delta N$ serves as a warning about the density matrix; $\mu\,\Delta N$ does not in general supply all of the missing energy.

## Numbers as computed

```
orbitals 40, electrons 40, overlap base 0.3
hopping -0.5 eV, site energies -5.0 +/- 0.5 eV
U = 1.0 eV, kT = 0.5 eV
temperature = 5802 K
warm: mu = -4.679664 eV, mean orbital energy = -5.195557 eV
warm: E = -209.058038 eV, A = -227.754052 eV
warm: occupations from 0.09243 to 0.90560
cut beyond 2: dN = 7.239480e-02 electrons, mu*dN = -3.387834e-01 eV
  occupations from 0.07057 to 0.95344
  A error: raw -2.300456e-01, mu-corrected 1.087377e-01 eV
  A error: rescaled 1.052941e-01 eV
  second-order prediction: mu 1.013364e-01, rescaled 9.930413e-02 eV
  E error: raw -4.824025e-01, minus mu*dN -1.436191e-01 eV
  E error: rescaled -1.061398e-01 eV
  E first-order rest: mu -1.436871e-01, rescaled -1.063391e-01 eV
cut beyond 3: dN = -6.208416e-03 electrons, mu*dN = 2.905330e-02 eV
  occupations from 0.08972 to 0.89124
  A error: raw 4.164633e-02, mu-corrected 1.259303e-02 eV
  A error: rescaled 1.258707e-02 eV
  second-order prediction: mu 1.278388e-02, rescaled 1.276300e-02 eV
  E error: raw 4.167240e-02, minus mu*dN 1.261910e-02 eV
  E error: rescaled 9.417197e-03 eV
  E first-order rest: mu 1.261858e-02, rescaled 9.415708e-03 eV
cut beyond 4: dN = -5.880623e-04 electrons, mu*dN = 2.751934e-03 eV
  occupations from 0.09439 to 0.90122
  A error: raw 3.605786e-03, mu-corrected 8.538522e-04 eV
  A error: rescaled 8.537149e-04 eV
  second-order prediction: mu 8.549383e-04, rescaled 8.547277e-04 eV
  E error: raw 3.918966e-03, minus mu*dN 1.167032e-03 eV
  E error: rescaled 8.636637e-04 eV
  E first-order rest: mu 1.167027e-03, rescaled 8.636504e-04 eV
pure scaling coefficient Q[P] = 77.1953 eV
cut beyond 2 in each cycle, mu-corrected: A error 1.086143e-01 eV
  dN = 7.239861e-02 electrons, mu = -4.677859 eV
  error ratio when the dropped part is doubled = 4.0043
cut beyond 2 in each cycle, rescaled: A error 1.052909e-01 eV
  dN = 0.000000e+00 electrons, mu = -4.679670 eV
  error ratio when the dropped part is doubled = 4.0035
cold: gap = 0.275268 eV, midgap mu = -4.692872 eV, E = -218.287016 eV
cold: mean orbital energy = -5.398496 eV
cold, cut beyond 2: dN = 4.071918e-01 electrons
  occupations from -0.08329 to 1.23151
  E error: raw -2.705015e+00, minus mu*dN -7.941160e-01 eV
  E error: rescaled -5.033331e-01 eV
  first-order rest: mu -7.962965e-01, rescaled -5.089722e-01 eV
  purified once: dN = -2.438848e+00 electrons
  purified once: E error 1.482037e+01, minus mu*dN 3.375163e+00 eV
```
